# Point-Group Sectors and d-Wave Nambu Blocks of the 2x2 Plaquette: a numerical check

```python
"""Point-group blocks of the 2x2 plaquette in a d-wave superconducting state.

Result under test: in the basis c_K = (1/2) sum_R exp(-iK.R) c_R the Nambu
Green's function and hybridization split into four 2x2 blocks
    [[A_K, B_K], [B_K, -conj(A_K)]],
    A_K = A0 + A1 (cos Kx + cos Ky) + A2 cos Kx cos Ky,
    B_K = Bx (cos Kx - cos Ky),
A0, A1, A2: on-site, edge, diagonal elements; Bx: anomalous x-bond element.
H = -t (edges) - t' (diagonals) + U n_up n_dn - mu n, plus a static d-wave
bath field h. Nambu order: c_up on sites 1-4, then c^dagger_dn on sites 1-4.
Energies are in units of t, Green's functions in units of 1/t.
"""
import numpy as np
from functools import reduce

t, tp, U, mu, beta, h = 1.0, -0.3, 6.0, 1.5, 10.0, 0.1
R = np.array([(0, 0), (1, 0), (1, 1), (0, 1)])
Kint = np.array([(0, 0), (1, 0), (0, 1), (1, 1)])
names = ["(0,0)", "(pi,0)", "(0,pi)", "(pi,pi)"]
cx, cy = np.cos(np.pi * Kint).T
S = np.cos(np.pi * (Kint @ R.T)) / 2
S8 = np.kron(np.eye(2), S)
same_K = np.kron(np.ones((2, 2)), np.eye(4)).astype(bool)


def amplitude(d, tx=t, ty=t):
    a, b = abs(int(d[0])), abs(int(d[1]))
    return {(1, 0): -tx, (0, 1): -ty, (1, 1): -tp}.get((a, b), 0.0)


def hopping(tx=t, ty=t):
    return np.array([[amplitude(a - b, tx, ty) for b in R] for a in R])


def superlattice_hopping(k):
    """Hopping matrix for superlattice momenta k of shape (..., 2)."""
    k = np.asarray(k, float)
    out = np.zeros(k.shape[:-1] + (4, 4), complex)
    for lx in (-2, 0, 2):
        for ly in (-2, 0, 2):
            L = np.array([lx, ly])
            m = np.array([[amplitude(a - b - L) for b in R] for a in R])
            out += np.exp(1j * (k @ L))[..., None, None] * m
    return out


pair = np.zeros((4, 4))
for i in range(4):
    for j in range(4):
        d = tuple(abs(R[i] - R[j]))
        pair[i, j] = {(1, 0): h, (0, 1): -h}.get(d, 0.0)

# Fermion operators of the eight spin orbitals (four up, then four down)
a2, z2, e2 = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
c = [reduce(np.kron, [z2] * m + [a2] + [e2] * (7 - m)) for m in range(8)]
number = [x.T @ x for x in c]


def solve_plaquette(T):
    """Return the Nambu Green's function G(omega) and the site density."""
    H = sum(U * number[i] @ number[i + 4] for i in range(4))
    H = H - mu * sum(number)
    for i in range(4):
        for j in range(4):
            if T[i, j] != 0:
                H = H + T[i, j] * (c[i].T @ c[j] + c[i+4].T @ c[j+4])
            if pair[i, j] != 0:
                x = pair[i, j] * c[i].T @ c[j + 4].T
                H = H + x + x.T
    E, V = np.linalg.eigh(H)
    p = np.exp(-beta * (E - E[0]))
    p /= p.sum()
    psi = c[:4] + [x.T for x in c[4:]]
    A = np.array([V.T @ x @ V for x in psi])
    dens = np.sum(p * np.sum(V * (sum(number) @ V), axis=0)) / 4

    def green(w):
        W = (p[:, None] + p[None, :]) / (1j * w + E[:, None] - E[None, :])
        return (A * W).reshape(8, -1) @ A.reshape(8, -1).T
    return green, dens


def to_K(M):
    return S8 @ M @ S8.T


def mixing(M):
    return np.max(np.abs(to_K(M)[~same_K]))


def sectors(M):
    """Normal and anomalous sector values, read from the K basis."""
    X = to_K(M)
    return np.diag(X[:4, :4]), np.diag(X[:4, 4:])


def check_blocks(M, tol=1e-9):
    """Compare the transformed matrix with the site-element formulas."""
    X = to_K(M)
    A = M[0, 0] + M[0, 1] * (cx + cy) + M[0, 2] * cx * cy
    B = M[0, 5] * (cx - cy)
    expected = np.block([[np.diag(A), np.diag(B)],
                         [np.diag(B), -np.diag(A.conj())]])
    assert np.allclose(X, expected, atol=tol, rtol=0)
    assert np.max(np.abs(B.imag)) < tol


# Point group: signed permutations of (x, y) about the plaquette centre
group = []
for swap in (False, True):
    for sx in (1, -1):
        for sy in (1, -1):
            g = np.diag([sx, sy])
            g = g[:, ::-1] if swap else g
            pos = 2 * R - 1
            P = np.array([[float(np.array_equal(g @ pos[i], pos[j]))
                           for i in range(4)] for j in range(4)])
            group.append((g, P, -1 if swap else 1))
proj_A1 = sum(np.kron(P, P) for g, P, s in group) / 8
proj_B1 = sum(s * np.kron(P, P) for g, P, s in group) / 8
dim_A1 = np.linalg.matrix_rank(proj_A1)
dim_B1 = np.linalg.matrix_rank(proj_B1)
assert dim_A1 == 3 and dim_B1 == 1
rng = np.random.default_rng(1)
sample = (proj_B1 @ rng.normal(size=16)).reshape(4, 4)
sampleK = S @ sample @ S.T
assert abs(sampleK[1, 1]) > 1e-3
assert np.allclose(sampleK, sampleK[1, 1] * np.diag([0, 1, -1, 0]))

# Superlattice hopping: covariant under the group, but not diagonal in K
k_test = np.array([0.37, -0.81])
tk = superlattice_hopping(k_test)
for g, P, s in group:
    assert np.allclose(P @ tk @ P.T, superlattice_hopping(g @ k_test))
tkK = S @ tk @ S.T
hop_mix = np.max(np.abs(tkK - np.diag(np.diag(tkK))))
assert hop_mix > 0.1

# Interacting plaquette
T0 = hopping()
eps = -t * (cx + cy) - tp * cx * cy
assert np.allclose(S @ T0 @ S.T, np.diag(eps))
green, density = solve_plaquette(T0)
w0 = np.pi / beta
for w in (w0, 7 * w0):
    Gw = green(w)
    check_blocks(Gw)
    assert np.allclose(Gw[:4, 4:], green(-w)[:4, 4:], atol=1e-10)
assert abs(green(w0)[0, 5]) > 1e-6

H_nambu = np.block([[T0 - mu * np.eye(4), pair],
                    [pair, -(T0 - mu * np.eye(4))]])
H_cluster = np.kron(np.diag([1, -1]), T0 - mu * np.eye(4))


def self_energy(w):
    return 1j * w * np.eye(8) - H_nambu - np.linalg.inv(green(w))


def lattice_average(w, sigma, N):
    q = (np.arange(N) + 0.5) * np.pi / N - np.pi / 2
    k = np.stack(np.meshgrid(q, q, indexing="ij"), -1).reshape(-1, 2)
    hk = superlattice_hopping(k) - mu * np.eye(4)
    M = np.zeros((N * N, 8, 8), complex)
    M[:, :4, :4], M[:, 4:, 4:] = -hk, hk
    M += 1j * w * np.eye(8) - sigma
    return np.linalg.inv(M).mean(axis=0)


def hybridization(w, sigma, Gloc):
    return 1j * w * np.eye(8) - H_cluster - sigma - np.linalg.inv(Gloc)


N_k = 96
G = green(w0)
Sig = self_energy(w0)
Gloc = lattice_average(w0, Sig, N_k)
grid_change = np.max(np.abs(Gloc - lattice_average(w0, Sig, 64)))
assert grid_change < 1e-5
Delta = hybridization(w0, Sig, Gloc)
for M in (Sig, Gloc, Delta):
    check_blocks(M, 1e-8)

# Sector Dyson formulas against the full 8x8 inversion
gK, fK = sectors(Gloc)
sK, saK = sectors(Sig)
dK, daK = sectors(Delta)
D = np.abs(gK) ** 2 + fK.real ** 2
assert np.allclose(dK, 1j * w0 + mu - eps - sK - gK.conj() / D, atol=1e-8)
assert np.allclose(daK, -saK - fK / D, atol=1e-8)

# High-frequency weight of the hybridization
w_big = (2 * 3000 + 1) * np.pi / beta
Sb = self_energy(w_big)
Db = hybridization(w_big, Sb, lattice_average(w_big, Sb, 16))
weight_num = (1j * w_big * sectors(Db)[0]).real
weight = 2 * t**2 + 3 * tp**2 + 2 * t * tp * (cx + cy)
# remaining corrections are of order (energy scale / w_big)^2
assert np.allclose(weight_num, weight, atol=1e-3)

# Controls with lowered symmetry
ty_low, v_site = 0.8, 0.5
G_aniso = solve_plaquette(hopping(t, ty_low))[0](w0)
an, aa = sectors(G_aniso)
assert mixing(G_aniso) < 1e-9
assert abs(an[1] - an[2]) > 1e-4 and abs(aa[0]) > 1e-6
G_site = solve_plaquette(T0 + np.diag([v_site, 0, 0, 0]))[0](w0)
assert mixing(G_site) > 1e-4


def z(x):
    return f"{x.real:+.5f} {x.imag:+.5f}i"


print(f"t = {t}, t' = {tp}, U = {U}, mu = {mu}, h = {h} (units of t)")
print(f"inverse temperature = {beta} 1/t; omega_0 = {w0:.5f} t")
print(f"plaquette density = {density:.5f} electrons per site")
print(f"dimension of invariant matrices = {dim_A1}, of B1 = {dim_B1}")
print(f"largest K mixing of t(k) at k=(0.37,-0.81): {hop_mix:.4f} t")
print("Plaquette G at omega_0, site elements (1/t):")
for label, value in (("on-site G0", G[0, 0]), ("edge G1", G[0, 1]),
                     ("diagonal G2", G[0, 2])):
    print(f"  {label} = {z(value)}")
print(f"  anomalous x bond Fx = {G[0, 5].real:+.5f}")
print(f"  anomalous y bond = {G[0, 7].real:+.5f}")
print(f"largest K mixing of plaquette G: {mixing(G):.1e} 1/t")
pg, pf = sectors(G)
print("Plaquette sectors: K, eps_K (t), G_K (1/t), F_K (1/t)")
for i in range(4):
    print(f"  {names[i]:8s}{eps[i]:+.2f}  {z(pg[i])}  {pf[i].real:+.5f}")
print("Self-energy: K, normal (t), anomalous (t)")
for i in range(4):
    print(f"  {names[i]:8s}{z(sK[i])}  {saK[i].real:+.5f}")
print(f"Lattice average, {N_k}x{N_k} momenta: K, G_K, F_K (1/t)")
for i in range(4):
    print(f"  {names[i]:8s}{z(gK[i])}  {fK[i].real:+.5f}")
print(f"change from 64x64 momenta: {grid_change:.1e} 1/t")
print("D_K = |G_K|^2 + F_K^2 of lattice average (1/t^2):")
print("  " + "  ".join(f"{x:.5f}" for x in D))
print("New hybridization: K, normal (t), anomalous (t)")
for i in range(4):
    print(f"  {names[i]:8s}{z(dK[i])}  {daK[i].real:+.5f}")
print(f"High-frequency weight at omega = {w_big:.1f} t: K, num., formula (t^2)")
for i in range(4):
    print(f"  {names[i]:8s}{weight_num[i]:.5f}  {weight[i]:.5f}")
print(f"Control, y hopping {ty_low} t: K mixing {mixing(G_aniso):.1e} 1/t")
print(f"  G(pi,0) = {z(an[1])}, G(0,pi) = {z(an[2])} (1/t)")
print("  F_K (1/t): " + "  ".join(f"{x.real:+.6f}" for x in aa))
print(f"Control, site-1 energy {v_site} t: K mixing {mixing(G_site):.5f} 1/t")
print("ALL CHECKS PASSED")
```

Running it gives:

```
t = 1.0, t' = -0.3, U = 6.0, mu = 1.5, h = 0.1 (units of t)
inverse temperature = 10.0 1/t; omega_0 = 0.31416 t
plaquette density = 0.99268 electrons per site
dimension of invariant matrices = 3, of B1 = 1
largest K mixing of t(k) at k=(0.37,-0.81): 1.5197 t
Plaquette G at omega_0, site elements (1/t):
  on-site G0 = +0.24419 -0.12945i
  edge G1 = +0.16496 -0.02962i
  diagonal G2 = -0.03424 +0.05107i
  anomalous x bond Fx = -0.09259
  anomalous y bond = +0.09259
largest K mixing of plaquette G: 2.5e-15 1/t
Plaquette sectors: K, eps_K (t), G_K (1/t), F_K (1/t)
  (0,0)   -1.70  +0.53986 -0.13763i  -0.00000
  (pi,0)  -0.30  +0.27843 -0.18051i  +0.18519
  (0,pi)  -0.30  +0.27843 -0.18051i  -0.18519
  (pi,pi) +2.30  -0.11996 -0.01914i  +0.00000
Self-energy: K, normal (t), anomalous (t)
  (0,0)   +1.46072 -0.12923i  +0.00000
  (pi,0)  -0.12813 -0.93589i  -1.08243
  (0,pi)  -0.12813 -0.93589i  +1.08243
  (pi,pi) +7.32932 -0.98258i  -0.00000
Lattice average, 96x96 momenta: K, G_K, F_K (1/t)
  (0,0)   +0.49348 -0.38172i  +0.00000
  (pi,0)  +0.21040 -0.22979i  +0.17766
  (0,pi)  +0.21040 -0.22979i  -0.17766
  (pi,pi) -0.11411 -0.02574i  -0.00000
change from 64x64 momenta: 1.5e-15 1/t
D_K = |G_K|^2 + F_K^2 of lattice average (1/t^2):
  0.38923  0.12863  0.12863  0.01368
New hybridization: K, normal (t), anomalous (t)
  (0,0)   +0.47146 -0.53732i  -0.00000
  (pi,0)  +0.29249 -0.53636i  -0.29867
  (0,pi)  +0.29249 -0.53636i  +0.29867
  (pi,pi) +0.21006 -0.58424i  +0.00000
High-frequency weight at omega = 1885.3 t: K, num., formula (t^2)
  (0,0)   1.07000  1.07000
  (pi,0)  2.26999  2.27000
  (0,pi)  2.26999  2.27000
  (pi,pi) 3.46998  3.47000
Control, y hopping 0.8 t: K mixing 6.3e-16 1/t
  G(pi,0) = +0.04525 -0.09464i, G(0,pi) = +0.50240 -0.24216i (1/t)
  F_K (1/t): -0.010650  +0.114777  -0.195161  +0.011071
Control, site-1 energy 0.5 t: K mixing 0.05442 1/t
ALL CHECKS PASSED
```
